# How two evanescent waves carry a current through a barrier

## A contact that conducts through a forbidden region

At a silicide contact on heavily doped n-type silicon, an electron in the metal faces a barrier about two nanometres thick. Its energy lies below the barrier top, yet some current reaches the semiconductor. Inside the barrier the wavefunction is built from one decaying and one growing exponential. Neither looks like a moving wave, so what carries the current?

Take one spatial dimension and a stationary, coherent state of energy $E$. The barrier occupies $0<x<d$, has constant potential energy $U>E$, and the electron has effective mass $m$ there. The Schrödinger equation gives $\psi''=\kappa^2\psi$, so

$$
\psi=Ae^{-\kappa x}+Be^{\kappa x},\qquad
\kappa=\frac{\sqrt{2m(U-E)}}{\hbar}>0,
$$

with complex constants $A$ and $B$. I call the first term the decaying part and the second the growing part, as seen when moving towards positive $x$.

## What counts as current

Let $\rho=|\psi|^2$, and let $H$ be the Hamiltonian, with kinetic term $-(\hbar^2/2)\,\partial_x(m^{-1}\partial_x)$ and a real potential. Since $\partial_t\psi=H\psi/(i\hbar)$,

$$
\partial_t\rho=2\,\mathrm{Re}(\psi^*\partial_t\psi)
=\frac{2}{\hbar}\mathrm{Im}(\psi^*H\psi)
=-\hbar\,\mathrm{Im}\!\left[\psi^*\left(\frac{\psi'}{m}\right)'\right].
$$

The potential term has dropped out because $V|\psi|^2$ is real. The product rule gives $\psi^*(\psi'/m)'=(\psi^*\psi'/m)'-|\psi'|^2/m$, whose last term is also real. Hence

$$
\partial_t\rho=-\partial_x j,\qquad
j=\frac{\hbar}{m}\mathrm{Im}(\psi^*\psi').
$$

This $j$ is the particle flux; the electric current of electrons is $-ej$. In a stationary state $\rho$ does not change in time, so $j$ is the same at every $x$.

Writing $\psi=\sqrt\rho\,e^{i\chi}$ gives $\psi^*\psi'=\rho'/2+i\rho\chi'$, and therefore $j=\hbar\rho\chi'/m$. Flux needs a phase that changes with position. A steep change of magnitude does not supply it.

## The contribution of each part

For the decaying part alone, $\psi^*\psi'=-\kappa|A|^2e^{-2\kappa x}$. For the growing part alone, it is $+\kappa|B|^2e^{2\kappa x}$. Both are real, so each flux is zero. A complex $A$ makes no difference: it gives the wave one phase everywhere, and $\chi'=0$.

With both parts present,

$$
\begin{aligned}
\psi^*\psi'&=(A^*e^{-\kappa x}+B^*e^{\kappa x})\,\kappa\,(-Ae^{-\kappa x}+Be^{\kappa x})\\
&=\kappa\left[-|A|^2e^{-2\kappa x}+|B|^2e^{2\kappa x}+A^*B-AB^*\right].
\end{aligned}
$$

In the cross terms $e^{-\kappa x}e^{\kappa x}=1$, so the position has cancelled. They are a number minus its complex conjugate: $A^*B-AB^*=2i\,\mathrm{Im}(A^*B)$. With $A=|A|e^{i\varphi_A}$ and $B=|B|e^{i\varphi_B}$,

$$
\boxed{\,j=\frac{2\hbar\kappa}{m}\mathrm{Im}(A^*B)
=\frac{2\hbar\kappa}{m}|A||B|\sin(\varphi_B-\varphi_A)\,}
$$

The whole flux is interference between the two parts. At fixed magnitudes, the relative phase decides whether there is a flux and which way it runs: it vanishes at phase differences $0$ and $\pi$, and reverses when the difference changes sign. The phase does not set the size by itself, since both magnitudes enter as well.

Travelling waves behave in the opposite way. For $\psi=ae^{ikx}+be^{-ikx}$ with real $k$,

$$
\psi^*\psi'=ik\left[|a|^2-|b|^2-a^*b\,e^{-2ikx}+ab^*e^{2ikx}\right].
$$

The last two terms in the bracket are a number minus its conjugate, hence imaginary. After multiplication by $i$ they are real and drop out, leaving $j=(\hbar k/m)(|a|^2-|b|^2)$. Travelling waves contribute separately, without a cross term; evanescent waves contribute through the cross term alone.

## Where the relative phase comes from

The phase is set at the far side. Let the semiconductor begin at $x=d$, with the same mass $m$ as the barrier and an outgoing wave $Ce^{ik(x-d)}$, $k>0$. Continuity of $\psi$ and $\psi'$ at $d$ requires

$$
Ae^{-\kappa d}+Be^{\kappa d}=C,\qquad
-Ae^{-\kappa d}+Be^{\kappa d}=\frac{ik}{\kappa}C.
$$

Half the difference and half the sum give

$$
Ae^{-\kappa d}=\frac C2\left(1-\frac{ik}{\kappa}\right),\qquad
Be^{\kappa d}=\frac C2\left(1+\frac{ik}{\kappa}\right).
$$

At the exit the two parts are equally large. Their phases are $-\theta$ and $+\theta$ relative to $C$, where $\tan\theta=k/\kappa$, so

$$
\frac BA=e^{2i\theta}e^{-2\kappa d},\qquad
\sin(\varphi_B-\varphi_A)=\sin2\theta=\frac{2k\kappa}{\kappa^2+k^2}.
$$

The product of magnitudes is $|A||B|=(|C|^2/4)(1+k^2/\kappa^2)$. Putting both into the boxed result,

$$
j=\frac{2\hbar\kappa}{m}\,\frac{|C|^2}{4}\,\frac{\kappa^2+k^2}{\kappa^2}\,
\frac{2k\kappa}{\kappa^2+k^2}=\frac{\hbar k}{m}|C|^2 .
$$

This is the flux of the outgoing wave. The interference term supplies all of it.

**A closed exit.** Suppose instead that the band edge beyond $d$ lies above $E$. The outer wave is then $Ce^{-\eta(x-d)}$ with $\eta>0$. Replacing $ik$ by $-\eta$ in the matching gives

$$
\frac BA=\frac{\kappa-\eta}{\kappa+\eta}\,e^{-2\kappa d},
$$

which is real. Both exponentials are present (unless $\eta=\kappa$), but their phase difference is $0$ or $\pi$ and the flux vanishes. The presence of a growing part is therefore not enough; it must be out of phase with the decaying part. In an endless barrier $B=0$, and the flux vanishes for want of a partner.

## How a tiny growing part matters

At the entry the growing part is smaller than the decaying part by $e^{-2\kappa d}$. Its own squared magnitude is smaller by $e^{-4\kappa d}$, but the flux contains the product $|A||B|$, which is linear in the small amplitude.

To find the transmission, let the metal at $x<0$ have mass $M$ and the wave $e^{iKx}+re^{-iKx}$. Where the mass changes, $\psi$ and $\psi'/\text{mass}$ are continuous, which keeps $j$ continuous. With $Q=Km/M$,

$$
1+r=A+B,\qquad iQ(1-r)=\kappa(B-A).
$$

Multiplying the first equation by $iQ$ and adding the second removes $r$:

$$
2iQ=A(iQ-\kappa)+B(iQ+\kappa).
$$

For a thick barrier $B$ is negligible in this equation, and $|A|^2\approx4Q^2/(Q^2+\kappa^2)$. The incident flux is $\hbar K/M=\hbar Q/m$, so the transmitted fraction is

$$
T=\frac{2\kappa}{Q}|A|^2e^{-2\kappa d}\sin2\theta
\approx\frac{8\kappa Q}{Q^2+\kappa^2}\,e^{-2\kappa d}\sin2\theta .
$$

Defining $\tan\theta_M=Q/\kappa$, we have $\sin2\theta_M=2Q\kappa/(Q^2+\kappa^2)$, and

$$
T\approx4\sin2\theta_M\,\sin2\theta\,e^{-2\kappa d}.
$$

One may drop $B$ when finding $A$, but not when finding the flux: there it is a factor, not a correction.

For any thickness, write the inside wave in terms of $C$:

$$
\psi=C\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].
$$

Let $c=\cosh\kappa d$ and $s=\sinh\kappa d$. At the entry, $\psi(0)=C(c-iks/\kappa)$ and $\psi'(0)=C(-\kappa s+ikc)$. The entry conditions combine as before to $2iQ=iQ\psi(0)+\psi'(0)$, or

$$
2iQ=C\left[i(Q+k)c+\left(\frac{Qk}{\kappa}-\kappa\right)s\right].
$$

Take the squared magnitude, use $T=k|C|^2/Q$, and replace $c^2$ by $1+s^2$. The coefficient of $s^2$ becomes

$$
(Q+k)^2+\left(\frac{Qk}{\kappa}-\kappa\right)^2
=Q^2+k^2+\kappa^2+\frac{Q^2k^2}{\kappa^2}
=\frac{(\kappa^2+Q^2)(\kappa^2+k^2)}{\kappa^2},
$$

because the terms $\pm2Qk$ cancel. Thus

$$
T=\frac{4Qk}{(Q+k)^2+(\kappa^2+Q^2)(\kappa^2+k^2)\,s^2/\kappa^2}.
$$

When $E$ approaches $U$ from below, $\kappa\to0$ and $s/\kappa\to d$, so $T\to4Qk/[(Q+k)^2+Q^2k^2d^2]$. The two exponentials merge in this limit, and the inside wave becomes $C[1+ik(x-d)]$. A constant and a straight line, each without flux alone, now interfere to carry the current.

## Weighing the parts in a contact model

Choose $U-E=0.25$ eV, $d=2.0$ nm and $m=0.20\,m_0$, where $m_0$ is the free-electron mass. The electron lies $0.07$ eV above the bulk conduction-band edge. In the metal take $M=m_0$ and a kinetic energy of $2$ eV for motion normal to the interface. With $\hbar^2/2m_0=0.03810$ eV nm$^2$,

$$
\kappa=\sqrt{\frac{0.20\times0.25}{0.03810}}=1.146\ \mathrm{nm^{-1}},\qquad
k=\sqrt{\frac{0.20\times0.07}{0.03810}}=0.606\ \mathrm{nm^{-1}},
$$

$K=7.245$ nm$^{-1}$ and $Q=0.20K=1.449$ nm$^{-1}$. For unit incident amplitude, $|A|=1.554$ and $|B|=0.0159$, with a phase difference of $55.8^\circ$. The interference term gives

$$
T=\frac{2(1.146)}{1.449}\,(1.554)(0.0159)(0.827)=0.0323 .
$$

The fraction missing from the reflected wave, found by integrating the Schrödinger equation numerically, is also $0.0323$. The thick-barrier formula gives $0.0329$, about 2% above the full value.

The balance between the parts changes across the barrier:

| $x$ (nm) | decaying size | growing size | $\rho$ | $j/\rho$ (km/s) |
|---|---|---|---|---|
| 0 | 1.554 | 0.016 | 2.443 | 11 |
| 1 | 0.494 | 0.050 | 0.275 | 99 |
| 2 | 0.157 | 0.157 | 0.077 | 351 |

Here $\rho$ is relative to the density of the incident wave alone. The flux is $0.0323$ of the incident flux in all three rows. The cross term also adds $2|A||B|\cos(55.8^\circ)=0.028$ to the density at every $x$. That is about 1% of the density at the entry and 36% at the exit, whereas its share of the flux is 100% throughout.

The last column is a local flow speed, $\hbar\chi'/m$. From the expression for $\psi$ in terms of $C$, the phase advances across the barrier by $\arctan[(k/\kappa)\tanh\kappa d]=27.4^\circ$. Near the entry a large density flows slowly; near the exit a small density flows fast, reaching $\hbar k/m=351$ km/s. This speed describes a stationary flow and should not be read as a tunnelling time.

An incident beam with one electron per micrometre, moving at $839$ km/s, carries a current of magnitude $134$ nA. The transmitted current is $0.0323$ of this, or $4.3$ nA. This is the current of one incident beam. In an unbiased contact, electrons incident from the two sides balance, and the net current is zero.

Now close the exit by placing the band edge beyond the barrier $0.05$ eV above the electron, with everything else held fixed. The amplitudes become $|A|=1.568$ and $|B|=0.0061$. The decaying part has hardly changed and the growing part has not vanished, yet $|r|=1$: the sine of the relative phase is now zero.

## Other barrier shapes, and where the rule fails

In a barrier of varying height and constant mass, let $u$ and $v$ be two independent real solutions at energy $E$, and let $\psi=au+bv$. Then

$$
\mathrm{Im}(\psi^*\psi')=\mathrm{Im}(a^*b)\,uv'+\mathrm{Im}(b^*a)\,vu'
=\mathrm{Im}(a^*b)\,(uv'-u'v).
$$

The bracket is constant, since its derivative is $uv''-u''v$ and both second derivatives contain the same factor $2m(V-E)/\hbar^2$. Again neither solution carries flux alone. For $u=e^{-\kappa x}$ and $v=e^{\kappa x}$ the bracket is $2\kappa$, which recovers the boxed result. The statement concerns real solutions and holds at any energy: for a free electron, $\cos kx$ and $\sin kx$ carry no flux alone and carry it through their cross term. Conversely, inside the barrier the complex pair $e^{-\kappa x}\pm ie^{\kappa x}$ carries fluxes of opposite sign that add without a cross term. What marks the barrier is that its natural exponential solutions are real.

The argument needs a real potential. Suppose electrons are lost inside the barrier, described by $U=U_0-i\Gamma$ with $\Gamma>0$. Then $\kappa=\kappa_1-i\kappa_2$ with $\kappa_1,\kappa_2>0$, and the decaying part alone has

$$
j=\frac{\hbar\kappa_2}{m}|A|^2e^{-2\kappa_1x}.
$$

It now carries flux, which falls with $x$ as it feeds the loss. Inelastic scattering out of the coherent state can act in this way, so the statement that one exponential carries nothing belongs to coherent, lossless tunnelling.

## The rectangle beside a real silicide contact

The parameters roughly represent a silicide on n-type silicon doped to $10^{20}$ cm$^{-3}$, a high level used to make contacts conduct, with a barrier of about $0.6$ eV above the Fermi level. In the depletion approximation, which counts the fixed donor charge and leaves out the electrons, the band bends into a parabola,

$$
V(x)=V_0\left(1-\frac xW\right)^2,\qquad W=\sqrt{\frac{\varepsilon V_0}{2\pi e^2N}},
$$

where $N$ is the donor density, $\varepsilon=11.7$ the relative permittivity and $V_0=0.60+0.07=0.67$ eV. Here and in the image term below, $e^2$ is in Gaussian units, $e^2=1.44$ eV nm, which is $e^2/(4\pi\varepsilon_0)$ in SI. This gives $W=2.94$ nm. The electron's forbidden stretch is $1.99$ nm long and on average $0.249$ eV high, which is why the rectangle was chosen as it was. The peak field, $2V_0/(eW)=4.55$ MV/cm, is far above the rough breakdown field of lightly doped silicon. Here, however, the total drop of $0.67$ eV is less than the gap of about $1.12$ eV, so without bias an electron crossing the layer cannot gain enough energy to create an electron-hole pair.

The neglected effects can be weighed one at a time:

- **Shape.** The parabola gives $T=0.041$, about 26% above the rectangle. It treats the whole width $W$ as empty, although beyond the forbidden stretch the band lies below the Fermi level and holds electrons. Solving Poisson's equation with a local electron density lengthens the forbidden stretch to $2.14$ nm and gives $T=0.029$ at zero temperature, about 9% below the rectangle. A local density is itself rough here, since the screening length of about $0.55$ nm is far shorter than the $10$ nm wavelength of the light electrons. Taking the density from the quantum states instead gives $2.11$ nm and $T=0.032$ at 77 K, a shift of about 10%. The entries below that use the parabola should therefore be read as ratios to $0.041$, not as absolute values; the image, in-plane and doping ratios carry over to the local-density barrier within about 10%.
- **Image force.** Adding the attraction $-e^2/(4\varepsilon x)$ to the parabola, cut off at the bottom of the metal band, raises $T$ to $0.094$, a factor of 2.3. The value depends on how the singularity at the surface is handled: other cutoffs, or an image plane up to $0.2$ nm inside the metal, give $0.06$ to $0.11$.
- **Two-band dispersion.** Inside the gap the mass is reduced towards midgap. Using $m[1-(U-E)/E_g]$, with $E_g$ the gap, raises the rectangle's $T$ to $0.052$, a factor of 1.6. This form belongs to a direct gap and is only a rough guide for silicon, whose gap is indirect. Replacing $1/E_g$ by the usual nonparabolicity of about $0.5$ eV$^{-1}$ gives $0.042$, a factor of 1.3. Both values use the same reduced mass in the matching conditions; matching with the velocity mass instead gives $0.038$ and $0.037$.
- **In-plane motion.** If the $0.07$ eV is shared with motion along the interface, with the normal energy spread evenly from zero to $0.07$ eV, the parabola's mean $T$ falls to $0.023$.
- **Temperature.** Averaging the parabola's $T$ over the thermal spread at 300 K, with the barrier shape held fixed, gives $0.044$, about 9% more, for an electron whose energy is all in normal motion. In a planar contact the normal energy is weighted by the Fermi function itself, and the zero-bias conductance rises by about 40% between zero and 300 K, or about 30% when the shape change below is included. The shape also responds: with the local electron density included and the Fermi level held $0.07$ eV above the band edge, the forbidden stretch grows to $2.24$ nm at 300 K and $T$ at the Fermi level falls from $0.029$ to $0.025$.
- **Doping.** With barrier height and band filling held fixed, half the doping gives $0.0068$ and double gives $0.136$. Letting the filling follow the doping as $N^{2/3}$ changes these to $0.0054$ and $0.158$.
- **Heavy valleys.** The light mass of silicon is nearer $0.19\,m_0$ than $0.20\,m_0$, which alone raises the rectangle's $T$ to $0.036$. Silicon also has conduction valleys with mass near $0.92\,m_0$ along the normal of a (100) surface. The light valleys lie away from the centre of the surface momentum plane, so reaching them takes in-plane momentum, which in a free-electron metal means about $3.7$ eV of in-plane kinetic energy. The heavy valleys need none, so at the same total energy the metal electron has about $5.7$ eV along the normal instead of $2$ eV. With that value the parabola gives $1.7\times10^{-4}$ for the heavy valleys. The light valleys dominate if the metal can supply their in-plane momentum.

These factors were found separately and need not multiply. The doping entry points to a further weak assumption: the mean donor spacing is $2.15$ nm, as large as the barrier is wide, so the charge is not smooth on this scale and the barrier will vary from place to place. The value $T=0.032$ is therefore only a rough estimate for the light valleys of such a contact, and the true value could differ from it by a factor of ten. The form of the flux is less fragile: for any real one-dimensional barrier shape, a coherent state written in two real solutions carries its current through their cross term, and neither solution carries any alone. The numerical output below lists the values for the rectangle and the depletion parabola.

## Calculated quantities

```
Electron above bulk band edge: 0.07 eV
Barrier above electron: 0.25 eV; width 2.0 nm
Semiconductor mass: 0.20 m0; metal mass 1 m0
Normal kinetic energy in metal: 2.0 eV
hbar^2/(2 m0): 0.03810 eV nm^2
k: 0.6062 1/nm; kappa: 1.1456 1/nm
K: 7.2453 1/nm; Q: 1.4491 1/nm
kappa d: 2.2912; exp(-2 kappa d): 0.01023
|A|: 1.55406; |B|: 0.015900 (incident = 1)
|B|/|A|: 0.01023; |C|: 0.27788
Phase of B minus phase of A: 55.77 deg
Sine of that phase: 0.8268
T from reflection: 0.03230
T from interference term: 0.03230
T from thick-barrier formula: 0.03292
Metal-side phase 2 theta_M: 103.34 deg
Phase advance of psi, entry to exit: 27.40 deg
x nm | decaying size | growing size | density | speed km/s | j/j_in
0.0 | 1.55406 | 0.01590 | 2.44316 | 11.09 | 0.03230
1.0 | 0.49426 | 0.04999 | 0.27459 | 98.67 | 0.03230
2.0 | 0.15719 | 0.15719 | 0.07722 | 350.88 | 0.03230
Speed in metal: 838.8 km/s
Speed hbar k/m in semiconductor: 350.9 km/s
Incident current, 1 electron per um: 134.4 nA
Transmitted current: 4.34 nA
Closed exit: |r| = 1.000000, |sine| = 0.0e+00
Closed exit: |A| = 1.5675, |B| = 0.00613
Contact: doping 1.0e+20 cm^-3, barrier 0.6 eV
Permittivity 11.7; gap 1.12 eV (rough)
Depletion width: 2.944 nm; forbidden length: 1.992 nm
Mean height above electron there: 0.249 eV
Peak field: 4.55 MV/cm
Fermi energy from doping, zero temperature: 0.074 eV
Mean donor spacing: 2.15 nm
T, depletion parabola: 0.04058
T, parabola with image force: 0.09410
T, parabola, heavy valley mass 0.92: 1.708e-04
In-plane energy for light valleys in metal: 3.69 eV
T, rectangle with two-band mass 0.1554: 0.05214
T, parabola, in-plane motion averaged: 0.02261
T, parabola, 300 K average (kT = 0.0259 eV): 0.04410
T, parabola, half doping: 0.00684; double: 0.13647
```
